# Build-up time of an avalanche from a single pair

**Question.** One electron–hole pair appears in a layer of width \(W=1\) µm under a strong uniform field. Electrons and holes drift in opposite directions at the same speed \(v=10^7\) cm/s, which is 0.10 µm/ps. Each creates new pairs with the same ionization coefficient \(\alpha\) per unit path, and \(\alpha W=1.2\). How long does it take until a million carriers are present, and how does that time scale with the width, the speed and the excess of \(\alpha W\) over one?

**Answer.**

### A first estimate from generations

Let \(x\) run from 0 to \(W\), with electrons moving towards \(W\) and holes towards 0. "Carriers" means electrons plus holes present in the layer. The field, \(\alpha\) and \(v\) are held constant, carriers leave freely at the contacts, and recombination is neglected.

A pair born at \(x\) has an electron path \(W-x\) and a hole path \(x\). They add up to \(W\), so the pair has on average \(\alpha W=1.2\) children wherever it was born. Growth therefore requires \(\alpha W>1\).

The growth rate also depends on how soon the children come. A child born after a path \(d\) has a parent of age \(d/v\). The ages, summed over the expected children, give

\[
\int_0^{W-x}\!\alpha\frac{d}{v}\,\mathrm{d}d+\int_0^{x}\!\alpha\frac{d}{v}\,\mathrm{d}d=\frac{\alpha}{2v}\left[(W-x)^2+x^2\right].
\]

At threshold the population is steady and births are uniform in \(x\), as the transport equations below confirm. The average of the bracket is then \(2W^2/3\). Dividing by the \(\alpha W\) children gives the mean age of a parent at a birth,

\[
T=\frac{W}{3v}=3.33\ \text{ps},
\]

a third of the transit time of 10 ps.

In a population growing as \(e^{st}\), a parent of age \(a\) belongs to a birth group smaller by \(e^{-sa}\). Balance requires the children, weighted by this factor, to sum to one. For small \(s\) this reads \(\alpha W(1-sT)\approx1\), so to first order in \(\alpha W-1\)

\[
s\approx\frac{\alpha W-1}{T}=\frac{3v}{W}(\alpha W-1).
\]

Here \(1/s\approx16.7\) ps. Growth by a factor of a million takes \(\ln 10^6=13.8\) growth times, or 230 ps. This answers the question of size, but it leaves open the exact rate, the starting amplitude and the chance that the avalanche dies out.

### The growth rate beyond threshold

Let \(n(x,t)\) and \(p(x,t)\) be the mean numbers of electrons and holes per unit length. Drift and ionization give

\[
n_t+vn_x=\alpha v(n+p),\qquad p_t-vp_x=\alpha v(n+p),
\]

with \(n(0)=0\) and \(p(W)=0\), because no carriers enter. In a steady state \(n_x=\alpha(n+p)=-p_x\), so \(n+p\) is constant. This is the uniform birth distribution used above.

For a growing solution proportional to \(e^{st}\), write \(s=\alpha v(1-\cos\theta)\). The equations become

\[
n'=\alpha(n\cos\theta+p),\qquad p'=-\alpha(n+p\cos\theta).
\]

Differentiating the first and inserting both,

\[
n''=\alpha^2\left[n\cos^2\theta+p\cos\theta-n-p\cos\theta\right]=-\alpha^2\sin^2\theta\;n.
\]

With \(k=\alpha\sin\theta\) and \(n(0)=0\), the solution is \(n_1=\sin kx\), up to a factor. The first equation then gives

\[
p_1=\frac{n_1'}{\alpha}-n_1\cos\theta=\sin\theta\cos kx-\cos\theta\sin kx=\sin(\theta-kx).
\]

The condition \(p_1(W)=0\), with both densities positive inside the layer, requires \(kW=\theta\). Hence

\[
\boxed{\;\theta=\alpha W\sin\theta,\qquad s=\alpha v(1-\cos\theta),\qquad 0<\theta<\pi\;}
\]

Since \(\sin\theta/\theta\) falls from 1 to 0 on this interval, a solution exists for \(\alpha W>1\). Near threshold \(\sin\theta/\theta\approx1-\theta^2/6\), so \(\theta^2\approx6(\alpha W-1)\) and \(s\approx\alpha v\theta^2/2\), which recovers the first estimate. In the opposite limit of large \(\alpha W\), \(\theta\to\pi\) and \(s\to2\alpha v\). Losses at the contacts then no longer matter, and each carrier adds two more at the rate \(\alpha v\).

For \(\alpha W=1.2\), numerical solution gives \(\theta=1.027\) and \(\cos\theta=0.5176\), so

\[
s=1.2\times0.10\times(1-0.5176)=0.0579\ \text{ps}^{-1},\qquad \frac1s=17.3\ \text{ps}.
\]

Diagonalizing the transport equations on a Chebyshev grid gives the same rate. The next mode has a real part of \(-0.092\) ps\(^{-1}\), so it decays and a single exponential soon remains.

### How much one pair contributes

The mean population tends to \(A(x_0)e^{st}\) for a pair starting at \(x_0\). To find \(A\), seek weights \(\phi_e,\phi_h\) for which \(M=\int_0^W(\phi_en+\phi_hp)\,\mathrm{d}x\) obeys \(\dot M=sM\) for every \(n,p\). Insert the transport equations and integrate by parts. The boundary terms vanish if \(\phi_e(W)=\phi_h(0)=0\), and comparing the coefficients of \(n\) and \(p\) gives

\[
s\phi_e=v\phi_e'+\alpha v(\phi_e+\phi_h),\qquad s\phi_h=-v\phi_h'+\alpha v(\phi_e+\phi_h).
\]

These are the mode equations with the two species exchanged, so \(\phi_e=p_1\) and \(\phi_h=n_1\). The initial pair has \(M(0)=n_1(x_0)+p_1(x_0)\). At late times \(n=Ce^{st}n_1\) and \(p=Ce^{st}p_1\), so \(M=Ce^{st}\int2n_1p_1\,\mathrm{d}x\). Eliminating \(C\),

\[
A=\frac{[n_1(x_0)+p_1(x_0)]\int_0^W(n_1+p_1)\,\mathrm{d}x}{\int_0^W2n_1p_1\,\mathrm{d}x}.
\]

The three ingredients are

\[
n_1+p_1=2\sin\tfrac{\theta}{2}\cos\!\left(kx-\tfrac{\theta}{2}\right),\qquad
\int_0^W(n_1+p_1)\,\mathrm{d}x=\frac{2(1-\cos\theta)}{k},
\]
\[
\int_0^W2n_1p_1\,\mathrm{d}x=\int_0^W[\cos(2kx-\theta)-\cos\theta]\,\mathrm{d}x=\frac{\sin\theta-\theta\cos\theta}{k}.
\]

Therefore

\[
A(x_0)=\frac{4\sin(\theta/2)\cos(kx_0-\theta/2)\,(1-\cos\theta)}{\sin\theta-\theta\cos\theta}.
\]

This is 2.92 for a start at the centre and 2.55 at either edge. Near threshold it tends to 3, although the pair is only two carriers. The reason is that a carrier's weight is then proportional to its remaining path. A new pair has \(W\) ahead of it, whereas electrons distributed as \(n\propto x\) have on average \(\int x(W-x)\,\mathrm{d}x/\int x\,\mathrm{d}x=W/3\), and the holes likewise.

From the centre, the mean reaches a million at

\[
t=\frac{1}{s}\ln\frac{10^6}{2.92}\approx220\ \text{ps}.
\]

A start at the edge delays this by about 2 ps.

### The chance of starting, and the time when it does

The mean includes avalanches that have died. Let \(u(x)\) and \(w(x)\) be the probabilities that the descent of one electron or one hole at \(x\) dies out. Over a short path \(\mathrm{d}x\) an electron ionizes with probability \(\alpha\,\mathrm{d}x\), leaving two electrons and a hole:

\[
u(x)=(1-\alpha\,\mathrm{d}x)\,u(x+\mathrm{d}x)+\alpha\,\mathrm{d}x\,u^2w .
\]

The hole obeys the mirrored relation, so

\[
u'=\alpha u(1-uw),\qquad w'=-\alpha w(1-uw),\qquad (uw)'=0.
\]

The success probability \(P=1-uw\) of a pair is thus independent of its position. Integrating \(u'=\alpha Pu\) with \(u(W)=1\) gives \(u(0)=e^{-\alpha WP}\). Since \(w(0)=1\),

\[
P=1-e^{-\alpha WP}.
\]

The nonzero root applies above threshold. For \(\alpha W=1.2\) it is \(P=0.314\), so about two pairs in three fail.

Once the failures have died out, the mean over surviving avalanches is larger by \(1/P\). It reaches a million at

\[
t=\frac1s\ln\frac{10^6P}{A}=17.3\ \text{ps}\times\ln\frac{3.14\times10^5}{2.92}\approx200\ \text{ps}=0.20\ \text{ns}.
\]

Individual arrivals scatter because early births are random. Suppose a surviving avalanche has size \((A/P)e^{st}R\), with \(R\) exponentially distributed about mean one. Its arrival is shifted by \(-(\ln R)/s\), which has mean \(0.577/s\) and standard deviation \(\pi/(\sqrt6\,s)\). This predicts arrival at 210 ps with a spread of 22 ps. The exponential form is an approximation. A simulation of 4000 random avalanches from the centre, followed for 100 ps and then extrapolated at the rate \(s\), gave 210 ps and 23 ps, with 32% surviving.

### How the time scales

At fixed \(\alpha W\), \(\theta\), \(A\) and \(P\) are fixed, so the time is proportional to \(W/v\). The final number enters through a logarithm: each further factor of ten costs \(2.30/s\approx40\) ps. The sensitive quantity is the excess over threshold. Expanding the equation for \(P\) gives \(P\approx2(\alpha W-1)\), and with \(A\approx3\) a surviving avalanche reaches \(N\) carriers after

\[
t\approx\frac{W}{3v(\alpha W-1)}\ln\frac{2N(\alpha W-1)}{3},
\]

for \(\alpha W-1\ll1\) and \(N(\alpha W-1)\gg1\).

### Comparison with a gallium nitride layer

The parameters are of the order found in gallium nitride near 3 MV/cm, where ionization coefficients are around \(10^4\) cm\(^{-1}\). Published values differ by several times, and some put the hole coefficient well above the electron one, so the numbers here illustrate the size of the effects and do not describe a particular device. The material values below are rough. Equal coefficients and equal speeds are idealizations. With coefficients of 0.8 and 1.6 µm\(^{-1}\), their sum held fixed, the same diagonalization gives a growth time of 22 ps. Halving only the hole speed gives 26 ps. With \(A\) and \(P\) recomputed for each case, these turn 0.20 ns into about 0.25 and 0.30 ns. Larger ratios matter much more. At the same sum of coefficients, a ratio of 4 gives a growth time of 84 ps, and a ratio of 5 gives no growth at all.

A new carrier must also gain about 1.5 times the gap of 3.4 eV before it can ionize, which takes 0.017 µm. Removing one such length per newborn carrier lowers \(\alpha W\) by 3.4% and gives a growth time of 22 ps. The parent must also regain its energy after each ionization. If it too waits for this length each time, with \(\alpha\) unchanged on the rest of the path, the growth time is about 26 ps.

The field matters more. If \(\alpha\propto F^9\) locally, a 1% lower field doubles the growth time to 35 ps, and a 2.0% reduction removes growth. With a breakdown field rising by \(2\times10^{-4}\) per kelvin, heating by 100 K does the same.

Tunnelling could supply other pairs. For a two-band barrier with reduced mass \(m=0.17\,m_e\) and gap \(E_g\), \(\kappa^2=m(E_g^2-4E^2)/(\hbar^2E_g)\), and the exponent is

\[
B=\frac{2}{eF}\int_{-E_g/2}^{E_g/2}\kappa\,\mathrm{d}E=\frac{\pi\sqrt m\,E_g^{3/2}}{2\hbar eF}=49.
\]

A transverse wave number \(q\) multiplies \(B\) by \(1+\hbar^2q^2/(mE_g)\). Summing the arrival rate \(eF/(2\pi\hbar)\) over \(q\) and two spins gives \(eFmE_ge^{-B}/(4\pi^2\hbar^3B)\) pairs per volume and time. For an area of \(10^4\) µm² this is about \(10^{-7}\) pairs per growth time. The result depends exponentially on \(\sqrt m\), and \(0.17\,m_e\) pairs the electron with a heavy hole. A light valence band, which is the one a two-band barrier couples to, gives a reduced mass nearer \(0.10\,m_e\). Then \(B=38\), and the yield is about \(10^{-2}\) pairs per growth time, or 0.1 pair within 200 ps. Direct tunnelling is thus a small correction for this area but not safely negligible, and trap-assisted tunnelling is not included.

### Where a million ceases to be a safe extrapolation

Pairs are created at the rate \(\alpha vN\), so \(\alpha vN/s=2.07N\) have been created by the time \(N\) are present. If each moves one elementary charge through the circuit, and no supply restores it, a layer of \(10^4\) µm² with relative permittivity 9 and capacitance 0.80 pF loses 0.42 V out of 300 V. This is an upper bound, because pairs still in transit have moved less than one charge; integrating the induced current \(evN/W\) gives \(1.73N\) charges and 0.35 V. Even the larger value lowers \(\alpha\) by only 1.3%, against the 17% that would end growth.

Local space charge distorts the field much sooner. Holes gather towards \(x=0\) and electrons towards \(W\), which weakens the field at the centre relative to the edges. For \(N\) carriers spread over an area \(S\), Gauss's law gives the difference

\[
\Delta F=\frac{feN}{\varepsilon S},\qquad
f=\frac{\int_0^{W/2}(p_1-n_1)\,\mathrm{d}x}{\int_0^W(p_1+n_1)\,\mathrm{d}x}=\frac{\cos(\theta/2)}{2[1+\cos(\theta/2)]}=0.233 .
\]

As a mark of noticeable distortion, take a difference of 17% in \(\alpha\) between edge and centre, which corresponds to \(\Delta F=3\times0.167/9=0.056\) MV/cm. A million carriers stay below this mark only if they cover at least 84 µm².

Reaching the mark does not by itself end growth. At fixed voltage, the field lost at the centre is regained near the edges, so \(\int\alpha\,\mathrm{d}x\) stays close to 1.2. Solving the transport equations with this distorted field held constant changes the growth time only from 17.3 to 17.6 ps.

Diffusion alone does not spread a million carriers over 84 µm². Taking \(D=(v/F)\times1\) V, for a carrier energy of about 1 eV, gives \(3.3\times10^{-4}\) µm²/ps. The effective area \(4\pi Dt\) is then 0.84 µm² at 200 ps, a hundred times too small. Solving for the number and the time together puts the mark near 5000 carriers, at about 110 ps.

The sheet formula overstates the field of a filament narrower than \(W\). For a Gaussian filament between the two contacts, the mark moves to about 8000 carriers at 117 ps. Either number is a warning level and not a predicted end of growth. The 0.20 ns is therefore the linear build-up time. It applies to a million carriers if they are spread widely enough; for a narrow filament, the later part of the growth needs a calculation in which the field responds to the carriers.
